# Convergence of Loewdin partitioning and the parabolic band range in InSb

## Two levels

Take a level at energy 0, a second level at \(\Delta>0\), and a real coupling \(v\):

\[
H=\begin{pmatrix}0&v\\ v&\Delta\end{pmatrix},\qquad
E(E-\Delta)=v^2,\qquad
E_\pm=\frac{\Delta}{2}\pm\sqrt{\frac{\Delta^2}{4}+v^2}.
\]

The lower level is pushed down by \(\delta=-E_->0\). Since \(E_-=-\delta\), the secular equation becomes \(\delta(\delta+\Delta)=v^2\), or \(\delta=v^2/(\Delta+\delta)\). To leading order \(\delta\simeq v^2/\Delta\). Putting this value into the denominator gives the first correction:

\[
\delta=\frac{v^2}{\Delta}\,\frac{1}{1+\delta/\Delta}
=\frac{v^2}{\Delta}-\frac{v^4}{\Delta^3}+O(v^6).
\]

The error of the leading term, relative to the exact shift, follows without expansion:

\[
\frac{v^2/\Delta}{\delta}=1+\frac{\delta}{\Delta}.
\]

An overestimate by the fraction \(\varepsilon\) therefore occurs at \(\delta=\varepsilon\Delta\), which means \(v=\Delta\sqrt{\varepsilon(1+\varepsilon)}\).

How far does the full series reach? The square root vanishes at \(v=\pm i\Delta/2\). Near the upper point put \(v=i\Delta/2+\eta\); then

\[
\frac{\Delta^2}{4}+v^2=i\Delta\,\eta+\eta^2 .
\]

When \(\eta\) makes one small circle around zero, this quantity also circles zero once, its square root changes sign, and \(E_+\) and \(E_-\) are exchanged. A function given by a convergent power series cannot do this, so the points are true singularities. Inside \(|v|<\Delta/2\) the root has no zero and is analytic. The radius of convergence is thus \(\Delta/2\), and the series diverges for \(|v|>\Delta/2\), although nothing happens to the levels at real \(v\).

## Many levels

Divide the states into a model block \(A\) and a remote block \(D\), both finite Hermitian matrices containing all couplings within the block:

\[
H(x)=\begin{pmatrix}A&xB\\ xB^\dagger&D\end{pmatrix}.
\]

Here \(x\) counts orders, norms are spectral norms, and \(b=|x|\,\|B\|\) is the coupling norm. Assume that the levels of \(A\) lie in an interval and that each level of \(D\) lies outside it, below or above, at a distance of at least \(\Delta\). The claim is that the series for the effective Hamiltonian converges if \(b<\Delta/2\).

**Equation for the subspace.** Write the vectors of the perturbed model space as \((u,Xu)\). The upper row of \(H\) gives \((A+xBX)u\), so

\[
H_{\rm eff}=A+xBX .
\]

The lower row gives \((xB^\dagger+DX)u\). For the space to be invariant this must equal \(XH_{\rm eff}u\), hence

\[
XA-DX=x\,(B^\dagger-XBX).
\]

Insert \(X=\sum_{m\ge0}X_m x^{2m+1}\). The product \(x\,X_iBX_j\) carries the power \(1+(2i+1)+(2j+1)=2(i+j+1)+1\), so it enters at \(m=i+j+1\):

\[
X_0A-DX_0=B^\dagger,\qquad
X_mA-DX_m=-\sum_{i=0}^{m-1}X_iBX_{m-1-i}.
\]

**Size of one step.** Each order requires the solution of \(YA-DY=R\) with known \(R\). Adding the same constant to \(A\) and \(D\) does not change the left side, so the energy origin may be put at the centre of the model interval, whose half-width is \(r\). Then \(\|A\|\le r\) and \(\|D^{-1}\|\le1/(r+\Delta)\). From \(Y=D^{-1}(YA-R)\),

\[
(r+\Delta)\|Y\|\le r\|Y\|+\|R\|
\quad\Rightarrow\quad \|Y\|\le\frac{\|R\|}{\Delta}.
\]

**Sum of all steps.** Define \(c_0=1\) and \(c_m=\sum_{i=0}^{m-1}c_ic_{m-1-i}\), the Catalan numbers. By induction

\[
\|X_m\|\le c_m\left(\frac{\|B\|}{\Delta}\right)^{2m+1}.
\]

For \(m=0\) this is the step bound with \(R=B^\dagger\). For larger \(m\), each product on the right has \((2i+1)+1+(2(m-1-i)+1)=2m+1\) factors \(\|B\|\) and \(2m\) factors \(1/\Delta\); the step supplies one more \(1/\Delta\).

With \(t=b/\Delta\), the bounds add up to \(y=\sum_m c_mt^{2m+1}\). The recursion for \(c_m\) is equivalent to \(y=t+ty^2\), and the solution that vanishes with \(t\) is

\[
y=\frac{1-\sqrt{1-4t^2}}{2t}.
\]

Its series converges for \(t<1/2\), which proves the claim for \(X\) and \(H_{\rm eff}\). Since its coefficients are positive, \(y\) grows with \(t\), and \(y(1/2)=1\); hence \(\|X\|\le y<1\) in the whole complex disc \(b<\Delta/2\).

The energies obtained are those of the model group. For real \(x\) the coupling moves each ordered eigenvalue of \(H\) by at most \(b<\Delta/2\), so the two groups never meet as \(x\) grows from zero, and the eigenvalues of \(H_{\rm eff}\), which start in the model group, stay there.

**Hermitian form.** \(H_{\rm eff}\) is in general not Hermitian, because the scalar product of \((u,Xu)\) and \((u',Xu')\) is \(u^\dagger Su'\) with \(S=1+X^\dagger X\). The matrix \(SH_{\rm eff}\) contains the elements of \(H\) between such vectors and is Hermitian. Therefore

\[
H_{\rm h}=S^{1/2}H_{\rm eff}S^{-1/2}=S^{-1/2}(SH_{\rm eff})S^{-1/2}
\]

is Hermitian with the same eigenvalues. For complex \(x\), replace \(X^\dagger\) by \(X(\bar x)^\dagger\), which is analytic in \(x\). The product \(X(\bar x)^\dagger X(x)\) has norm below 1, so the binomial series of \(S^{\pm1/2}\) converge. Thus \(H_{\rm h}\) is analytic in the disc, and its power series converges there too.

**Sharpness.** The two-level problem satisfies the assumptions and diverges for \(b>\Delta/2\), so no constant larger than \(1/2\) holds for all such \(H\). A particular system may converge further. If all remote levels lie in one gap between model levels, the roles of \(A\) and \(D\) can be exchanged: with the origin at the centre of the remote interval, \(Y=(DY+R)A^{-1}\) gives the same step bound. If the two sets of levels alternate, so that neither lies in an interval free of the other, the step bound can fail and this proof does not apply.

**Error of second order.** Stopping at \(X_0\) leaves the remainder

\[
\|xB(X-xX_0)\|\le b(y-t)=\Delta\left[\frac{1-\sqrt{1-4t^2}}{2}-t^2\right].
\]

## The conduction band of InSb

Use the eight-band Kane model near the zone centre. The conduction doublet lies at \(E_g\) and the valence top at 0. Spin-orbit coupling puts four \(p\) states with \(j=3/2\) at 0 and two with \(j=1/2\) at \(-\Delta_{\rm so}\). The couplings are \(\langle S|H|j\rangle=iPk_j\) for \(j=X,Y,Z\), with spin conserved and \(P^2=E_P\hbar^2/2m\). Further bands and inversion-asymmetry splitting are neglected. The free-electron term \(\hbar^2k^2/2m\) is common to all eight states; it drops out of \(XA-DX\) and is added at the end.

Here \(BB^\dagger=P^2k^2\,\mathbb 1\), so \(b=Pk\), and the gap between the groups is \(E_g\). Convergence is guaranteed for

\[
k<k_c=\frac{E_g}{2P}.
\]

**Energy equation.** Take \(k\) along \(z\); the model is isotropic. The state \(S\!\uparrow\) couples to \(Z\!\uparrow\). The operator \(\mathbf L\cdot\boldsymbol\sigma\) equals 1 for \(j=3/2\) and \(-2\) for \(j=1/2\). Its mean in \(Z\!\uparrow\) is zero, because \(L_z|Z\rangle=0\) and the other terms flip the spin. If \(w\) is the \(j=3/2\) weight, \(w-2(1-w)=0\), so \(w=2/3\). The two spin directions do not mix, since \(J_z\) is conserved.

Eliminating the valence amplitudes gives \(E-E_g=B(E-D)^{-1}B^\dagger\). With \(E=E_g+\delta\) and \(z=P^2k^2\),

\[
\delta=z f(\delta),\qquad
f(\delta)=\frac{2/3}{E_g+\delta}+\frac{1/3}{E_g+\Delta_{\rm so}+\delta}.
\]

Expanding \(f(\delta)=f(0)+f'(0)\delta+\dots\) and inserting \(\delta\simeq zf(0)\),

\[
\delta=z f(0)+z^2f(0)f'(0)+O(z^3),\qquad f'(0)<0 .
\]

The first term is the parabola; the second bends the band below it. As \(\hbar^2k^2/2m=z/E_P\), the total kinetic energy is \(T=z[1/E_P+f(\delta)]\), and the parabola is \(z[1/E_P+f(0)]\), with

\[
\frac{m}{m^*}=1+E_Pf(0).
\]

**Range of the parabola.** It overestimates \(T\) by the fraction \(\varepsilon\) when

\[
f(\delta)=F,\qquad F=\frac{f(0)+1/E_P}{1+\varepsilon}-\frac1{E_P}.
\]

Put \(u=E_g+\delta\) and multiply \(f=F\) by \(u(u+\Delta_{\rm so})\). The left side becomes \(\tfrac23(u+\Delta_{\rm so})+\tfrac13u=u+\tfrac23\Delta_{\rm so}\) and the right side \(Fu(u+\Delta_{\rm so})\), so

\[
Fu^2+(F\Delta_{\rm so}-1)u-\tfrac23\Delta_{\rm so}=0 .
\]

The positive root gives \(\delta=u-E_g\), and then \(k_\varepsilon=\sqrt{\delta/F}/P\).

**Numbers.** Rough inputs for low temperature are \(E_g=0.24\) eV, \(\Delta_{\rm so}=0.8\) eV, \(E_P=23\) eV and lattice constant \(a=6.5\) Å. With \(\hbar^2/2m=3.81\) eV Å\(^2\),

\[
P=\sqrt{23\times3.81}=9.36\ \text{eV Å},\qquad
k_c=\frac{0.24}{2\times9.36}=0.0128\ \text{Å}^{-1}.
\]

Also \(f(0)=3.098\) eV\(^{-1}\), so \(m/m^*=1+23\times3.098\approx72\) and \(m^*\approx0.014\,m\).

For \(\varepsilon=0.10\), \(F=(3.098+0.0435)/1.1-0.0435\approx2.81\) eV\(^{-1}\). The quadratic gives \(u\approx0.267\) eV, so \(\delta\approx0.027\) eV and

\[
k_{10\%}=\frac{\sqrt{0.027/2.81}}{9.36}\approx0.010\ \text{Å}^{-1}=0.10\ \text{nm}^{-1}.
\]

At this point the kinetic energy is about 27 meV and the parabola gives about 30 meV. The difference, 2.7 meV, respects the general bound of about 10 meV. For errors of 5 % and 20 % the limits are 0.007 and 0.015 Å\(^{-1}\).

The two-level formula with \(v=Pk\) and gap \(E_g\) gives \(\sqrt{0.11}\times0.24/9.36=0.0085\) Å\(^{-1}\) for 10 %, a hand estimate about 18 % below the eight-band value. In this estimate the range at fixed \(P\) is proportional to the gap; in the eight-band model the proportionality is only approximate, because \(Pk_\varepsilon/E_g\) also depends on \(\Delta_{\rm so}/E_g\) and \(E_g/E_P\).

The 10 % limit is about 1 % of \(2\pi/a\). A Fermi sphere of this radius with two spin states holds \(k^3/3\pi^2\approx4\times10^{16}\) electrons per cm\(^3\); at low temperature and higher density the states at the Fermi level lie beyond the 10 % range. At room temperature the density alone does not decide: the gap is smaller, which shortens the range, and the thermal energy of 26 meV is comparable with the kinetic energy at the limit, so many electrons lie beyond it even in a dilute gas.

## Convergence is not accuracy

The actual radius for this model follows from \(\delta=zf(\delta)\). Set \(\delta=-w\), \(z=-\zeta\), so that \(w=\zeta g(w)\) with \(g(w)=f(-w)\). All Taylor coefficients of \(g\) are positive, and iteration makes those of \(w(\zeta)\) positive. A series with positive coefficients has a singularity on the positive axis at its radius of convergence. There \(\zeta=w/g(w)\) rises from zero and returns to zero at \(w=E_g\). Its derivative has the sign of \(g-wg'\), which decreases because \(g''>0\), so there is one maximum. At it \(d\zeta/dw=0\), and the inverse function has a square-root branch point, as for two levels.

The maximum lies at \(\delta=-0.123\) eV and gives \(k_R=0.0152\) Å\(^{-1}\), or \(1.19\,k_c\). The limits are clear: for \(\Delta_{\rm so}\to0\) the equation is that of two levels with coupling \(Pk\), and \(k_R=k_c\); for \(\Delta_{\rm so}\to\infty\) the coupling is \(\sqrt{2/3}\,Pk\), and \(k_R=\sqrt{3/2}\,k_c\).

At \(k_c\) the series converges, yet its first term misses the coupling energy \(\delta\) by 15 % of the exact value; two terms reduce this to 5 %. At \(1.2\,k_R\) the error is 27 % with one term, 14 % with four, and 148 % with sixteen. For these inputs the 20 % limit of the parabola, 0.0154 Å\(^{-1}\), lies slightly beyond \(k_R=0.0152\) Å\(^{-1}\) (for two levels it lies slightly inside, \(\sqrt{0.24}\,\Delta<\Delta/2\)): a leading term can be tolerable where its series diverges. The range of a parabolic band must therefore be set by a stated error, here \(k\lesssim0.010\) Å\(^{-1}\) for 10 %, and not by the convergence radius.

The numerical check checks the norm bounds on the series coefficients of random matrices, compares the summed series and the band limits with direct diagonalization, follows the two levels around their branch points, and confirms \(k_R\) from the ratio of high-order series coefficients.

## Computed values

```
Random blocks, coupling 0.45 gap:
 largest error of summed X: 7.8e-16
 largest |X| on complex circle (last case): 0.270
 majorant for |X|: 0.627
Two-level relative error of energy shift
 terms  v/gap=0.40  v/gap=0.50  v/gap=0.60
     1    1.40e-01    2.07e-01    2.81e-01
     2    4.21e-02    9.47e-02    1.80e-01
     4    7.11e-03    3.81e-02    1.47e-01
     8    4.55e-04    1.43e-02    2.34e-01
    16    4.69e-06    5.19e-03    1.56e+00
    32    1.34e-09    1.86e-03    1.90e+02
InSb, rough inputs:
 Eg = 0.24 eV, Dso = 0.8 eV, EP = 23 eV
 lattice constant = 6.5 angstrom
 hbar^2/2m = 3.8100 eV angstrom^2
 P = 9.361 eV angstrom
 f(0) = 3.0983 1/eV
 m/m* = 72.26, m*/m = 0.0138
 guaranteed convergence k_c = 0.01282 1/angstrom
 actual radius k_R = 0.01522 1/angstrom
 critical delta = -0.1232 eV
 k_R/k_c = 1.187
 parabola error, k eight-band, k two-level (1/angstrom)
    5 %   0.00717   0.00587
   10 %   0.01040   0.00850
   20 %   0.01543   0.01256
At the 10 % limit:
 k = 0.1040 1/nm
 k/k_c = 0.811, P k/Eg = 0.406
 coupling energy delta = 26.65 meV
 exact kinetic energy = 27.06 meV
 parabolic energy = 29.77 meV
 actual parabola error = 2.71 meV
 majorant error bound = 10.34 meV
 k/(2 pi/a) = 1.08 %
 electron density = 3.80e+16 1/cm^3
InSb relative error of coupling-energy series
 outside point 1.2 k_R = 0.01826 1/angstrom
 terms    k(10 %)       k_c     1.2 k_R
     1   1.02e-01   1.48e-01   2.69e-01
     2   2.25e-02   4.87e-02   1.72e-01
     4   2.04e-03   1.00e-02   1.40e-01
     8   3.73e-05   9.65e-04   2.22e-01
    16   3.10e-08   2.27e-05   1.48e+00
    32   5.04e-14   3.37e-08   1.80e+02
```
